# Heavy–light-hole splitting under (001) biaxial strain from the Pikus–Bir Hamiltonian, part 2

We consider the valence-band top at $k=0$ of a cubic semiconductor of class $T_d$ or $O_h$ under biaxial (001) strain, with $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_\parallel$, $\varepsilon_{zz}=\varepsilon_\perp$ and no off-diagonal strains. The $J=3/2$ level lies $\Delta>0$ above the split-off $J=1/2$ level. Strain enters the Hamiltonian linearly, the spin-orbit interaction is taken as independent of strain, and confinement is left out. Strain is tensor strain, positive for stretching; energies are electron energies; angular momenta are in units of $\hbar$. Heavy (HH) and light (LH) mean $|m_J|=3/2$ and $1/2$ along the film normal $z$.

The orbitals $X,Y,Z$ carry $L=1$, with $L^2=2$, and spin $S=1/2$. Their strain Hamiltonian is

$$H_{orb}=a_v\,\mathrm{Tr}\,\varepsilon-3b\sum_i\Big(L_i^2-\tfrac23\Big)\varepsilon_{ii}-2\sqrt3\,d\sum_{i<j}\{L_i,L_j\}\,\varepsilon_{ij}.\tag{7}$$

Here $a_v$ is the hydrostatic deformation potential, $b$ the tetragonal and $d$ the off-diagonal shear deformation potential, and $\{A,B\}=\tfrac12(AB+BA)$. Usually $b<0$.

With $|M,\sigma\rangle$ denoting $L_z=M$ and spin direction $\sigma$, the $J=3/2$ states are

$$|\tfrac32,\tfrac32\rangle=|1,\uparrow\rangle,\qquad |\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0,\uparrow\rangle+\sqrt{\tfrac13}\,|1,\downarrow\rangle .\tag{9}$$

With $Q=-b\,(\varepsilon_\perp-\varepsilon_\parallel)$, the four-band result, for the $J=3/2$ level alone, is

$$E_{HH}=a_v(2\varepsilon_\parallel+\varepsilon_\perp)+Q,\qquad E_{LH}=a_v(2\varepsilon_\parallel+\varepsilon_\perp)-Q .\tag{11}$$

This gives the linear law

$$E_{HH}-E_{LH}=-2b\,(\varepsilon_\perp-\varepsilon_\parallel),\qquad |E_{HH}-E_{LH}|=2|b|\,|\varepsilon_\perp-\varepsilon_\parallel| .\tag{1}$$

Without spin-orbit coupling, $E_Y=E_X$ and the orbital separation is

$$E_Z-E_X=(l\varepsilon_\perp+2m\varepsilon_\parallel)-(l\varepsilon_\parallel+m\varepsilon_\parallel+m\varepsilon_\perp)=(l-m)(\varepsilon_\perp-\varepsilon_\parallel)=3b(\varepsilon_\perp-\varepsilon_\parallel),\tag{12}$$

where $l$ and $m$ are the orbital strain constants, with $b=(l-m)/3$.

**Theorem 2.** In the six-band model with strain Hamiltonian (7) and a strain-independent spin-orbit interaction, the splitting under (001) biaxial strain is

$$D\equiv E_{HH}-E_{LH}=\tfrac12\Big[3Q+\Delta-R\Big],\qquad R=\sqrt{\Delta^2-2\Delta Q+9Q^2},\tag{14}$$

and for $|Q|\ll\Delta$

$$D=2Q-\frac{2Q^2}{\Delta}-\frac{2Q^3}{\Delta^2}+\dots\tag{15}$$

*Proof.* The spin-orbit interaction is proportional to $\mathbf L\cdot\mathbf S=\tfrac12(J^2-L^2-S^2)$. With $L^2=2$ and $S^2=\tfrac34$ it equals $\tfrac12(\tfrac{15}{4}-\tfrac{11}{4})=\tfrac12$ for $J=3/2$ and $\tfrac12(\tfrac34-\tfrac{11}{4})=-1$ for $J=1/2$. The operator

$$H_{so}=\tfrac23\Delta\,\mathbf L\cdot\mathbf S-\tfrac13\Delta\tag{16}$$

therefore puts the $J=3/2$ level at 0 and the $J=1/2$ level at $-\Delta$.

For biaxial strain, $L_x^2+L_y^2=2-L_z^2$, and the diagonal sum in (7) is

$$\varepsilon_\parallel\Big(2-L_z^2-\tfrac43\Big)+\varepsilon_\perp\Big(L_z^2-\tfrac23\Big)=(\varepsilon_\perp-\varepsilon_\parallel)\Big(L_z^2-\tfrac23\Big).$$

Multiplied by $-3b$, this is $Q\,T$ with $T=3L_z^2-2$. The operator $T$ is $-2$ for $L_z=0$ and $+1$ for $L_z=\pm1$. The hydrostatic term shifts all six states equally and is dropped until the numerical example.

Both $T$ and $H_{so}$ commute with $J_z$, so states of different $m_J$ do not mix. The value $m_J=\tfrac32$ occurs once among the six states, in $|1,\uparrow\rangle$. There $T=1$ and $H_{so}=0$, so the heavy hole has energy $Q$ within this model, without further correction.

The value $m_J=\tfrac12$ occurs twice. The split-off state is the combination orthogonal to the light-hole state,

$$|SO\rangle=\sqrt{\tfrac13}\,|0,\uparrow\rangle-\sqrt{\tfrac23}\,|1,\downarrow\rangle .$$

The elements of $T$ are

$$\langle LH|T|LH\rangle=\tfrac23(-2)+\tfrac13(1)=-1,\qquad \langle SO|T|SO\rangle=\tfrac13(-2)+\tfrac23(1)=0,$$

$$\langle LH|T|SO\rangle=\tfrac{\sqrt2}{3}(-2)-\tfrac{\sqrt2}{3}(1)=-\sqrt2 .$$

The Hamiltonian of the two states is thus

$$\begin{pmatrix}-Q&-\sqrt2\,Q\\-\sqrt2\,Q&-\Delta\end{pmatrix}.\tag{17}$$

The sign of the off-diagonal element depends on the chosen phase of $|SO\rangle$ and does not affect the energies. The characteristic equation is

$$(\lambda+Q)(\lambda+\Delta)-2Q^2=\lambda^2+(Q+\Delta)\lambda+Q\Delta-2Q^2=0 .$$

Its discriminant is $(Q+\Delta)^2-4Q\Delta+8Q^2=\Delta^2-2\Delta Q+9Q^2=R^2$, so $\lambda_\pm=\tfrac12[-(Q+\Delta)\pm R]$. Since $R^2=(\Delta-Q)^2+8Q^2$ is positive for every $Q$ when $\Delta>0$, the two roots never meet. The light hole is the root that starts at 0 for $Q=0$, which is $\lambda_+$. Subtracting it from $Q$ gives (14).

For the series, put $x=Q/\Delta$ and $u=-2x+9x^2$. To third order in $x$, $u^2=4x^2-36x^3$ and $u^3=-8x^3$. With $\sqrt{1+u}=1+\tfrac12u-\tfrac18u^2+\tfrac1{16}u^3+\dots$,

$$\frac R\Delta=1-x+\tfrac92x^2-\tfrac12x^2+\tfrac92x^3-\tfrac12x^3+\dots=1-x+4x^2+4x^3+\dots$$

Then $D/\Delta=\tfrac12[3x+1-R/\Delta]=2x-2x^2-2x^3+\dots$, which is (15). $\square$

The term $-2Q^2/\Delta$ has a direct meaning. The light hole is coupled with strength $\sqrt2|Q|$ to a state lying $\Delta$ below it, and second-order perturbation theory pushes it up by $(\sqrt2Q)^2/\Delta$. The heavy hole has no partner and stays where it is.

### Accuracy and sign of the linear law

Equation (14) can be put in a form that shows its sign. Since

$$(3Q+\Delta)^2-R^2=8Q\Delta ,$$

multiplying and dividing (14) by $3Q+\Delta+R$ gives

$$D=\frac{4Q\Delta}{3Q+\Delta+R}.\tag{18}$$

The denominator is positive. For $Q\ge0$ this is evident, and for $Q<0$ the identity above gives $R>|3Q+\Delta|$. The splitting therefore has the sign of $Q$ for every strain in this model: the split-off level changes the size of the splitting but not the order of the levels.

The ratio to the linear law is $D/(2Q)=2\Delta/(3Q+\Delta+R)$. To see on which side of 1 it lies, compare $R$ with $\Delta-3Q$:

$$R^2-(\Delta-3Q)^2=4Q\Delta .$$

For $Q>0$ this gives $R>\Delta-3Q$, and the ratio is below 1. For $Q<0$ it gives $R<\Delta-3Q$, and the ratio is above 1. With $b<0$, and within this model, the linear law thus overestimates the splitting of a film under in-plane compression and underestimates its magnitude under tension. For small strain, inverting $D/(2Q)=1-x-x^2+\dots$ gives the error of the linear law relative to the six-band splitting:

$$\frac{2Q}{D}-1=\frac Q\Delta+2\frac{Q^2}{\Delta^2}+\dots\tag{19}$$

Where the split-off level is the main source of nonlinearity, the ratio $Q/\Delta$ is the number to inspect before using (1). The series (15) converges only for $|Q|/\Delta<\tfrac13$, because $R^2$ vanishes at $Q/\Delta=(1\pm2\sqrt2\,i)/9$; beyond that range (14) must be used. This range is soon left when $\Delta$ is small. With values near those of silicon ($b\approx-2.1$ eV, $\Delta\approx44$ meV, $C_{12}/C_{11}\approx0.39$), a film with an in-plane strain of 0.5 % has $|Q|/\Delta\approx0.4$, and (14) gives $D/(2Q)\approx0.56$ under compression and $1.26$ under tension.

The light-hole state also changes its character. The second row of (17) gives $c_{SO}(\lambda_++\Delta)=-\sqrt2\,Q\,c_{LH}$ for the amplitudes, so its split-off weight is

$$w=\frac{2Q^2}{(\lambda_++\Delta)^2+2Q^2}=\frac{2Q^2}{\Delta^2}+\dots\tag{20}$$

The weight is of second order in $Q/\Delta$, whereas the relative error of the splitting is of first order. A nearly pure light-hole state is compatible with a noticeable error in (1).

One reservation concerns the quadratic term in (15). A real crystal also has terms in the Hamiltonian that are themselves quadratic in strain, and these add to the coefficient of the second order. They were excluded by assumption, so $-2Q^2/\Delta$ is the contribution of the split-off level and not the whole second-order response of a material.

### When strain dominates spin-orbit coupling

For $|Q|\gg\Delta$ the factor 2 disappears. This is a limit of the model, and it is approached where $\Delta$ is small. With the silicon-like values above, 1 % in-plane compression gives $Q/\Delta\approx0.85$ and about 85 % of the saturation value derived below, so such a film lies between the linear regime and this limit.

If $Q\to+\infty$, then $R\to3Q$ in leading order, and (18) gives $D\to4Q\Delta/(6Q)=\tfrac23\Delta$. The splitting saturates. The reason is visible in the orbitals: strain puts the $L_z=\pm1$ orbitals at $Q$ and the $Z$ orbital far below at $-2Q$. Both upper valence levels then derive from $L_z=\pm1$, and the part $\tfrac23\Delta L_zS_z$ of the spin-orbit interaction separates parallel from antiparallel spin by $\tfrac23\Delta$.

If $Q\to-\infty$, then $R=3|Q|\sqrt{1+2\Delta/(9|Q|)+\dots}=3|Q|+\tfrac13\Delta+\dots$, and (14) gives

$$D\to\tfrac12\Big[-3|Q|+\Delta-3|Q|-\tfrac13\Delta\Big]=3Q+\tfrac13\Delta .\tag{21}$$

The upper level is now the $Z$ orbital, and the magnitude of the splitting grows as $3|Q|$, the orbital separation (12).

This matters when $b$ is taken from a first-principles band calculation. If spin-orbit coupling is omitted, the computed separation between the $Z$ level and the $X,Y$ level is $3|b||\varepsilon_\perp-\varepsilon_\parallel|$ to first order. Dividing it by $2|\varepsilon_\perp-\varepsilon_\parallel|$ would make $|b|$ too large by a factor $\tfrac32$, provided that the strain dependence of the spin-orbit interaction is negligible, as assumed here. If spin-orbit coupling is included, the quadratic term can be removed by computing the splitting for a strain and for its reverse. From (15),

$$\frac{D(Q)-D(-Q)}{4}=Q\Big(1-\frac{Q^2}{\Delta^2}+\dots\Big),\tag{22}$$

and division by $-(\varepsilon_\perp-\varepsilon_\parallel)$ gives $b$ with a relative error of second order in $Q/\Delta$. The strain must be chosen so that $|Q|/\Delta$ is well below $\tfrac13$; at $|Q|/\Delta\approx0.4$ the estimate of $|b|$ is about 9 % too small. Quadratic strain terms in the Hamiltonian shift the levels equally for both signs of strain, so in second order they cancel here as well.

### The strain in a film with a free surface

In a coherent film the substrate fixes $\varepsilon_\parallel$, while the free surface lets the film choose $\varepsilon_\perp$.

**Corollary.** For a cubic (001) film with elastic constants $C_{11}$ and $C_{12}$ and a stress-free surface, linear elasticity and (1) give

$$\varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\varepsilon_\parallel,\qquad |E_{HH}-E_{LH}|=2|b|\Big(1+\frac{2C_{12}}{C_{11}}\Big)|\varepsilon_\parallel| .\tag{23}$$

*Proof.* The elastic energy per volume without shear strains is

$$\tfrac12C_{11}(2\varepsilon_\parallel^2+\varepsilon_\perp^2)+C_{12}(\varepsilon_\parallel^2+2\varepsilon_\parallel\varepsilon_\perp).$$

Its derivative with respect to $\varepsilon_\perp$ is the normal stress, $C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel$. Setting it to zero gives the first formula, and the extremum is a minimum because $C_{11}>0$ in a stable crystal. Then $\varepsilon_\perp-\varepsilon_\parallel=-(1+2C_{12}/C_{11})\varepsilon_\parallel$. The bracket is positive, since stability against uniform compression requires $C_{11}+2C_{12}>0$. $\square$

The strain in (23) is the one actually present in the film. If misfit dislocations have relieved part of the mismatch, the remaining $\varepsilon_\parallel$ must be used and not the full lattice mismatch. Coherence also limits the thickness, and confinement, left out here, then adds its own heavy–light splitting. For the elastic ratio of the example below and a Burgers vector of 0.4 nm, the Matthews–Blakeslee equilibrium critical thickness is roughly 20 nm at 0.5 % strain and 10 nm at 1 %. With a Luttinger parameter $\gamma_2\approx2$, a hard-wall estimate, which errs on the large side, gives about 6 and 35 meV at these thicknesses. This is more than the split-off corrections of about 2 and 9 meV in that example. In such a film (23) is the strain part of the splitting and not the whole of it.

### Worked example

Take a model film with the round parameters $a_v=40$, $b=-70$ and $\Delta=12$ millihartree (m$E_h$), $C_{12}/C_{11}=0.45$, and an in-plane compression $\varepsilon_\parallel=-0.5\,\%$.

The normal strain is $\varepsilon_\perp=-2(0.45)(-0.5\,\%)=0.45\,\%$, so $\varepsilon_\perp-\varepsilon_\parallel=0.95\,\%$ and $\mathrm{Tr}\,\varepsilon=-0.55\,\%$. The two strain energies are

$$Q=70\times0.0095=0.665\ \mathrm{m}E_h,\qquad a_v\mathrm{Tr}\,\varepsilon=40\times(-0.0055)=-0.220\ \mathrm{m}E_h .$$

The four-band levels (11) are $E_{HH}=-0.220+0.665=0.445$ m$E_h$ and $E_{LH}=-0.220-0.665=-0.885$ m$E_h$. The leading splitting is $2Q=1.330$ m$E_h$, or 36.2 meV.

In the six-band model the heavy hole stays at 0.445 m$E_h$, and the light hole rises to $-0.8075$ m$E_h$. The splitting is 1.2525 m$E_h$, or 34.1 meV. Equation (14) reproduces it: $R^2=144-15.96+3.98=132.02$, hence $R=11.490$ and $D=\tfrac12(1.995+12-11.490)=1.2525$ m$E_h$. The linear law is too large by 6.2 % of the six-band value. The estimate (19) with $Q/\Delta=0.0554$ gives $5.54\,\%+0.61\,\%\approx6.2\,\%$. Including the quadratic term, $-0.0737$ m$E_h$, brings the splitting to 1.256 m$E_h$. The split-off weight in the light hole is 0.67 %, against 0.61 % from the leading term of (20).

With all strains reversed, the light hole lies above the heavy hole. The leading splitting is $-1.330$ m$E_h$ and the six-band splitting is $-1.3995$ m$E_h$, or $-38.1$ meV. The linear law now falls short in magnitude, as derived from (18). Applying (22) to the two six-band splittings gives $(1.2525+1.3995)/4=0.6630$ m$E_h$, hence $b=-0.6630/0.0095=-69.8$ m$E_h$. Its magnitude is about 0.3 % below the input, although each single splitting deviates from the linear law by 5 to 6 %.

The approach to the linear law under compression is as follows.

| $\varepsilon_\parallel$ (%) | $2Q$ (m$E_h$) | $D$ (m$E_h$) | $D/2Q$ |
|---|---|---|---|
| −0.05 | 0.133 | 0.132 | 0.994 |
| −0.10 | 0.266 | 0.263 | 0.989 |
| −0.20 | 0.532 | 0.520 | 0.977 |
| −0.50 | 1.330 | 1.253 | 0.942 |
| −1.00 | 2.660 | 2.338 | 0.879 |

The deviation from 1 is nearly proportional to the strain at the small end, in agreement with $D/(2Q)=1-Q/\Delta-\dots$. At 1 % compression it has reached 12 %. Adding the quadratic term of (15) to the linear law then brings the splitting to within about 1.2 % of the six-band value, and the closed formula (14) gives that value exactly within this model. The numerical output below also gives the series coefficients and both strong-strain limits as obtained by diagonalization.

## Calculated quantities

```
INPUTS
a_v = 40.0 mEh, b = -70.0 mEh, Delta = 12.0 mEh
C12/C11 = 0.45 (dimensionless)
in-plane strain = -0.500 %
COMPRESSED FILM
eps_perp/eps_par from energy minimum = -0.9000
normal strain = 0.450 %
normal minus in-plane strain = 0.950 %
trace of strain = -0.550 %
hydrostatic shift = -0.2200 mEh
Q = 0.6650 mEh, Q/Delta = 0.0554
four-band E_HH = 0.4450 mEh, E_LH = -0.8850 mEh
six-band E_HH = 0.4450 mEh, E_LH = -0.8075 mEh
six-band E_SO = -12.2975 mEh
leading splitting = 1.3300 mEh = 36.19 meV
six-band splitting = 1.2525 mEh = 34.08 meV
second-order term -2Q^2/Delta = -0.0737 mEh
splitting through second order = 1.2563 mEh
leading law relative to six-band = +6.19 %
split-off weight in light hole = 0.674 %
estimate 2(Q/Delta)^2 = 0.614 %
STRETCHED FILM, all strains reversed
six-band E_HH = -0.4450 mEh, E_LH = 0.9545 mEh
leading splitting = -1.3300 mEh
six-band splitting = -1.3995 mEh = -38.08 meV
APPROACH TO THE LINEAR LAW (compression)
in-plane strain (%), leading (mEh), six-band (mEh), six-band/leading
 -0.050    0.1330    0.1323   0.9944
 -0.100    0.2660    0.2630   0.9888
 -0.200    0.5320    0.5200   0.9774
 -0.500    1.3300    1.2525   0.9417
 -1.000    2.6600    2.3381   0.8790
COEFFICIENTS FROM DIAGONALIZATION (dimensionless)
of Q: 2.00000; of Q^2/Delta: -2.0020
of Q^3/Delta^2: -1.9980
split-off weight / (Q/Delta)^2: 2.0040
STRONG-STRAIN LIMITS, |Q| = 1000 Delta (dimensionless)
Q > 0: splitting/Delta = 0.6666
Q < 0: (splitting - 3Q)/Delta = 0.3333
```
